# Scattering or transfer matrices for tunnelling through layered barriers

## The decision

A calculation of tunnelling through a dielectric stack has to carry the wavefunction from one electrode to the other. Where a program offers a choice between transfer matrices and scattering matrices, the choice can decide whether the transmission of a thick film is a number or rounding noise. For the two-layer barrier worked out below, one form of the transfer-matrix calculation gave a correct transmission at the original thickness, zero when the thickness was doubled, and 3.8 when it was tripled. The last two values are rounding noise; a transmission cannot even exceed one.

The recommendation derived here is to join scattering matrices, to accumulate the logarithm of the transmission, and to check the flux inside the barrier as well as the sum of reflection and transmission.

## The model behind the setting

One electron moves along $z$, coherently and without energy loss, in a single band with position-dependent effective mass. Its wavevector parallel to the layers is zero. With masses in units of the free-electron mass $m_0$ and $C=\hbar^2/(2m_0)$, the equation is

$$-C\frac{d}{dz}\left(\frac{1}{m}\frac{d\psi}{dz}\right)+V\psi=E\psi .$$

The band edge $V$ and the mass $m$ are constant in each layer, and both electrodes (leads L and R) carry propagating waves at energy $E$. Within a layer the solutions are $e^{\pm ik_jz}$, with

$$k_j=\sqrt{\frac{m_j(E-V_j)}{C}},\qquad \operatorname{Im}k_j\ge 0,\qquad g_j=\frac{k_j}{m_j}.$$

In a barrier $E<V_j$, so $k_j=i\kappa_j$ and $g_j=i\gamma_j$ with $\kappa_j,\gamma_j>0$. The "forward" wave $e^{ik_jz}$ then decays to the right and the "backward" wave decays to the left.

**Matching at an interface.** If $\psi$ jumped, its derivative would contain a delta function that nothing in the equation could balance, so $\psi$ is continuous. Integrating the equation over a vanishing interval around the interface leaves only the first term, so $\psi'/m$ is continuous too.

**Flux.** The particle flux is proportional to $J=\operatorname{Im}(\psi^*\psi'/m)$. Since $(\psi'/m)'=(V-E)\psi/C$,

$$\frac{d}{dz}\left(\psi^*\frac{\psi'}{m}\right)=\frac{|\psi'|^2}{m}+\frac{V-E}{C}|\psi|^2 .$$

The right side is real, so $J$ is constant within a layer; the matching conditions carry it unchanged across interfaces.

## Building the scattering matrix

**One interface.** Let a forward wave of unit amplitude in medium $j$ meet medium $j+1$. For local amplitudes $a$ (forward) and $b$ (backward), $\psi=a+b$ and $\psi'/m=ig(a-b)$. The two conditions read

$$1+r=t,\qquad g_j(1-r)=g_{j+1}t .$$

Inserting the first into the second gives $g_j-g_{j+1}=r(g_j+g_{j+1})$, hence

$$r=\frac{g_j-g_{j+1}}{g_j+g_{j+1}},\qquad t=\frac{2g_j}{g_j+g_{j+1}} .$$

Incidence from the right, marked by a prime, exchanges the media: $r'=-r$ and $t'=2g_{j+1}/(g_j+g_{j+1})$.

**Joining two parts.** Let part A end and part B begin at the two faces of a layer of thickness $d$, and let $p=e^{ikd}$, so that $|p|\le1$. Call $a$ the forward amplitude at the layer's left face and $b$ the backward amplitude at its right face. For unit incidence from the left,

$$a=t_A+r'_A\,p\,b,\qquad b=r_B\,p\,a .$$

Eliminating $b$ gives $a=t_A/D$ with $D=1-r'_Ap^2r_B$. The wave leaving on the right is $t_Bpa$, and the wave leaving on the left is $r_A+t'_Apb$:

$$t=\frac{t_Bp\,t_A}{D},\qquad r=r_A+\frac{t'_Ap^2r_Bt_A}{D}.$$

For unit incidence from the right, $b=t'_B+r_Bpa$ and $a=r'_Apb$, so $b=t'_B/D$ and

$$t'=\frac{t'_Ap\,t'_B}{D},\qquad r'=r'_B+\frac{t_Bp^2r'_At'_B}{D}.$$

Starting from the first interface and joining one layer with its next interface at a time gives the whole stack. Each barrier layer enters through a decaying factor; $1/p$ never appears.

**Can $D$ vanish?** Suppose $D=0$ for a layer with $k\ne0$. Then $r'_Ap^2r_B=1$, and a wave in the layer reproduces itself after one round trip with nothing incident. In the left lead this solution has only an outgoing wave, of amplitude $c$ and flux $-g_L|c|^2$. In the medium after the layer it is either outgoing, with flux $\ge0$, or decaying, with zero flux. Equal fluxes require $c=0$. Then $\psi$ and $\psi'/m$ vanish at the first interface, and the differential equation makes $\psi$ zero everywhere, contrary to the assumption. So $D\neq0$ at real energy, provided the assembly starts from a propagating lead. The argument does not bound $D$ from below: near a narrow resonance it can be small, and digits are then lost.

**A layer with its band edge at $E$.** Here $k=0$, the two plane waves coincide, and for a single layer $r'_A=r_B=-1$, $p=1$ and $t_B=0$: the formula for $t$ reads $0/0$. A small energy shift cures this, as shown below.

## What flux conservation checks

In the left lead $J=g_L(1-|r|^2)$, because the cross terms of $(1+r)^*(1-r)$ are imaginary. In the right lead $J=g_R|t|^2$. Therefore

$$R=|r|^2,\qquad T=\frac{g_R}{g_L}|t|^2,\qquad R+T=1 .$$

A second identity relates the two directions. For two solutions at the same energy, $W=\psi_1\psi_2'/m-\psi_2\psi_1'/m$ is constant, since its derivative is $(V-E)(\psi_1\psi_2-\psi_2\psi_1)/C=0$. In terms of amplitudes, $W=2ig(a_2b_1-a_1b_2)$. With $\psi_1$ incident from the left and $\psi_2$ from the right, the left lead gives $W=-2ig_Lt'$ and the right lead $W=-2ig_Rt$. Hence $t/g_L=t'/g_R$, and $T$ is the same from both sides.

The sum $R+T$ has two blind spots.

*Wrong matching with equal lead masses.* If $\psi'$ is matched instead of $\psi'/m$, the calculation conserves $\operatorname{Im}(\psi^*\psi')$, so $R+\tau=1$ with $\tau=(k_R/k_L)|t|^2$. The true flux ratio is $(m_L/m_R)\tau$, and the sum becomes

$$R+\frac{m_L}{m_R}\tau=1-\left(1-\frac{m_L}{m_R}\right)\tau .$$

The error shows when the lead masses differ, $\tau$ is not tiny and the transmission is formed with $g_R/g_L$. A program that also leaves the masses out of this ratio returns $R+\tau=1$ and hides the error. For $m_L=0.3$, $m_R=1.0$ and a barrier of 3.0 eV, mass 0.5 and thickness 0.2 nm, at $E=0.5$ eV above the left band edge and 1.5 eV above the right one, the sum is 0.848; correct matching gives 1. With equal lead masses the sum would be 1 although the matching is wrong. The trial to run is therefore one with unequal lead masses and with the masses included in the flux ratio.

*Small transmission.* In double precision, a $T$ below about $10^{-16}$ disappears when added to $R\approx1$. The sum then says nothing about $T$.

**The flux inside the barrier** narrows the second blind spot. At the left face of a barrier layer $\psi=a+pb$ and $\psi'/m=-\gamma(a-pb)$, with $p=e^{-\kappa d}$ real. Then

$$J=-\gamma\operatorname{Im}\left[(a^*+pb^*)(a-pb)\right]=2\gamma p\operatorname{Im}(a^*b),$$

because $|a|^2$ and $|b|^2$ are real and the two cross terms contribute equally. With $b=r_Bpa$ and division by the incident flux $g_L$,

$$\frac{J}{g_L}=\frac{2\gamma}{g_L}|a|^2p^2\operatorname{Im}r_B .$$

Here A and B are everything to the left and right of the layer. This number must equal $T$ in relative terms, however small $T$ is. It also shows that a single decaying wave carries no flux: the current comes from the overlap of the two evanescent waves.

The check has its own limits. Since $t=t_Bpa$, both $J/g_L$ and $T$ contain the factor $|a|^2p^2$, so their equality tests only part B; an error in $t_A$ or in $p$ changes both alike and passes unseen. Part B is assembled starting from a barrier, where the proof that $D\ne0$ does not apply: if B contains a well between barriers, $D$ vanishes at the bound-state energy of that well and digits are lost near it. Rounding sets a further limit. $\operatorname{Im}r_B$ is proportional to the flux and may be tiny beside $\operatorname{Re}r_B$. If the layers to the right are barriers too, the tiny part is stored separately and keeps its digits. If a propagating layer lies between, its complex phase mixes the two parts, and an imaginary part below about $10^{-16}$ is lost.

## The rectangular barrier as a reference

For one barrier layer the joining formula can be worked out in full. The ingredients are

$$t_A=\frac{2g_L}{g_L+i\gamma},\quad t_B=\frac{2i\gamma}{i\gamma+g_R},\quad r'_A=\frac{i\gamma-g_L}{i\gamma+g_L},\quad r_B=\frac{i\gamma-g_R}{i\gamma+g_R}.$$

Multiplying numerator and denominator of $t$ by $(g_L+i\gamma)(g_R+i\gamma)$ and dividing both by $p$ gives

$$t=\frac{4i\gamma g_L}{(g_L+i\gamma)(g_R+i\gamma)e^{\kappa d}-(i\gamma-g_L)(i\gamma-g_R)e^{-\kappa d}} .$$

The two products are $g_Lg_R-\gamma^2\pm i\gamma(g_L+g_R)$, with the upper sign for the first. Collecting exponentials,

$$t=\frac{2i\gamma g_L}{(g_Lg_R-\gamma^2)\sinh\kappa d+i\gamma(g_L+g_R)\cosh\kappa d}.$$

Taking $(g_R/g_L)|t|^2$ and dividing by $\gamma^2$,

$$T=\frac{4g_Lg_R}{(g_L+g_R)^2\cosh^2\kappa d+(\gamma-g_Lg_R/\gamma)^2\sinh^2\kappa d}.$$

**Thick barrier.** For $\kappa d\gg1$ both squared hyperbolic functions approach $e^{2\kappa d}/4$. Their coefficients, multiplied by $\gamma^2$, add up to

$$\gamma^2(g_L+g_R)^2+(g_Lg_R-\gamma^2)^2=(g_L^2+\gamma^2)(g_R^2+\gamma^2),$$

so that

$$T\simeq\frac{16g_Lg_R\gamma^2}{(g_L^2+\gamma^2)(g_R^2+\gamma^2)}\,e^{-2\kappa d}.$$

The exact squares are $\cosh^2\kappa d=(e^{2\kappa d}+2+e^{-2\kappa d})/4$ and $\sinh^2\kappa d=(e^{2\kappa d}-2+e^{-2\kappa d})/4$. Their coefficients in the denominator of $T$ are not negative, so the terms $\pm2$ change the denominator by at most the fraction $2e^{-2\kappa d}$, and the relative error of the limit is at most about $2e^{-2\kappa d}$. For the 3.0 eV barrier above, the limit is too large by 10 % at 0.2 nm (0.295 against 0.268) and by $1\times10^{-5}$ at 1.0 nm, where $T=3.09\times10^{-5}$.

**Above the barrier.** Setting $\kappa=-ik$ and $\gamma=-ig$ turns $\cosh^2\kappa d$ into $\cos^2kd$, and the second term into $(g+g_Lg_R/g)^2\sin^2kd$. At $E=4.0$ eV the 1.0 nm barrier transmits 0.853: reflection persists although the electron has enough energy to pass.

**At the barrier top.** As $\gamma\to0$, $\gamma\sinh\kappa d\to0$ and $\sinh(\kappa d)/\gamma\to m_bd$, with $m_b$ the barrier mass, because $\gamma=\kappa/m_b$. Thus

$$T=\frac{4g_Lg_R}{(g_L+g_R)^2+(g_Lg_Rm_bd)^2},$$

which is 0.0875 for 1.0 nm. The algorithm, shifted by $10^{-8}$ eV, agrees to better than one part in $10^7$. The shift should be small but not minimal. Expanding for small $g$ gives $D\simeq2g(1/g_L+1/g_R-im_bd)$, which shrinks as the square root of the shift, so rounding errors grow as its inverse square root while the physical error falls linearly.

## Why one transfer-matrix formula fails

A transfer matrix $P$ takes the amplitudes $(a,b)$ in the left lead to those in the right lead. With $q=g_j/g_{j+1}$, an interface contributes

$$\frac12\begin{pmatrix}1+q&1-q\\1-q&1+q\end{pmatrix},$$

with determinant $q$, and a layer contributes $\operatorname{diag}(p,1/p)$, with determinant 1. The factors $q$ telescope to $\det P=g_L/g_R$. Requiring $(t,0)^{\mathsf T}=P(1,r)^{\mathsf T}$ gives $r=-P_{21}/P_{22}$ and

$$t=P_{11}-\frac{P_{12}P_{21}}{P_{22}}=\frac{g_L/g_R}{P_{22}} .$$

The two expressions are equal in algebra but not in floating-point arithmetic. For a stack of barriers with $S=\sum_j\kappa_jd_j$, the elements of $P$ grow as $e^{S}$ while $t$ falls as $e^{-S}$. The first form subtracts two numbers of order $e^{S}$, each with relative rounding error $\epsilon\approx2\times10^{-16}$, so the relative error of $t$ is of order $\epsilon e^{2S}$. It reaches one near $S\approx18$. The second form has no such subtraction and gives $t$ until $P_{22}$ exceeds the largest double-precision number, near $S\approx710$. The square $|t|^2$ underflows earlier, from about $S\approx350$, unless the logarithm is taken first.

The fault therefore lies in the subtraction and in the number range, not in the transfer matrix as a concept. If a program offers transfer matrices alone, its transmission can be trusted for thick barriers away from narrow resonances if it uses the determinant form and neither $P_{22}$ overflows nor $T$ underflows. At a narrow resonance of a well between thick barriers, the growing terms in $P_{22}$ cancel and digits are lost, just as they are in the scattering scheme when the product of the denominators $D$ is small.

In the scattering scheme $t$ is a running product, so its logarithm is a sum:

$$\ln|t|=\ln|t_{0|1}|+\sum_{j=1}^{N}\left(\ln|t_{j|j+1}|-\operatorname{Im}k_j\,d_j-\ln|D_j|\right),$$

with media numbered from 0 (left lead) to $N+1$ (right lead). Then $\ln T=2\ln|t|+\ln(g_R/g_L)$ stays finite even where $T$ itself is too small to store.

## Worked example: two layers

The parameters are round model values with flat bands, and $E=0.5$ eV.

| Medium | $V$ (eV) | $m$ | $d$ (nm) | $k$ (nm⁻¹) | $g$ (nm⁻¹) |
|---|---|---|---|---|---|
| 0 | 0 | 0.3 | lead | 1.984 | 6.614 |
| 1 | 3.0 | 0.5 | 1.0 | 5.728i | 11.456i |
| 2 | 1.5 | 0.2 | 3.0 | 2.291i | 11.456i |
| 3 | −1.0 | 1.0 | lead | 6.275 | 6.275 |

The two barrier layers have the same $g$. Since $\gamma_j^2=(V_j-E)/(m_jC)$, this follows from $2.5/0.5=1.0/0.2$. It is an accident of the chosen values at this energy: the interface between the layers reflects nothing, and the stack transmits like one rectangular barrier with $S=5.728+6.873=12.601$. The example therefore does not exercise reflection between layers; the random stacks described below do.

The decay factors are $p_1=3.254\times10^{-3}$ and $p_2=1.035\times10^{-3}$. The interface transmissions have moduli $|0.500-0.866i|=1.000$, $1.000$ and $|1.538+0.843i|=1.754$. The last exceeds one without harm, since an amplitude is not a flux. The denominators are $D_1=1$ and $|D_2-1|=1.1\times10^{-11}$, so multiple reflections are negligible and

$$|t|=1.000\times1.000\times1.754\times3.254\times10^{-3}\times1.035\times10^{-3}=5.907\times10^{-6},$$

$$T=\frac{6.275}{6.614}\,(5.907\times10^{-6})^2=3.31\times10^{-11}.$$

Direct numerical integration of the differential equation gives the same value, as does the flux inside each layer. With both layers ten times thicker, the interior fluxes still agree with $T=1.03\times10^{-109}$, where $R+T$ could detect nothing.

Multiplying both thicknesses by a common factor compares the schemes:

| Factor | $T$, subtraction | $T$, determinant | $\log_{10}T$, scattering |
|---|---|---|---|
| 1 | $3.31\times10^{-11}$ | $3.31\times10^{-11}$ | −10.48 |
| 2 | 0 | $3.75\times10^{-22}$ | not evaluated |
| 3 | 3.79 | $4.26\times10^{-33}$ | not evaluated |
| 60 | not evaluated | overflow | −656.26 |

The subtraction values at factors 2 and 3 are rounding noise: they can change completely with a tiny change of the input. The estimate $S\approx18$ lies between the first row ($S=12.6$) and the second ($S=25.2$), as it should. At factor 60, $S=756$ exceeds the overflow limit, and $T$ stored directly is zero, while its logarithm agrees with a 40-digit calculation. Transmissions this small have no practical meaning; they show that the arithmetic does not fail first.

Reflection between layers was tested on 200 random stacks of six layers, wells and barriers mixed. The largest deviation of $R+T$ from one was $7\times10^{-15}$, and reciprocity held to $10^{-15}$ in relative terms. Ten of the stacks were also compared with direct integration and agreed to $6\times10^{-11}$. The full figures are in the numerical output.

## Using the result

**Choose the scheme by $S$.** Add up $\kappa_jd_j$ before the calculation. If $\epsilon e^{2S}$ is not far below one, avoid the subtraction form. Scattering matrices with a logarithmic sum need no such estimate for a stack of barriers; with a well between thick barriers, watch for a small product of all $|D_j|$, which signals lost digits near a narrow resonance. A single small $|D_j|$ is not enough, since a large one in the next step can offset it.

**Estimate $T$ by hand.** When every layer is a thick barrier, each $D_j\to1$ and

$$T\simeq\frac{g_R}{g_L}\prod_j|t_{j|j+1}|^2\,e^{-2S}.$$

This can fail if a layer is thin on the scale $1/\kappa_j$ or is a well, because multiple reflections may then matter.

**Do not mistake stable digits for accurate physics.** In the thick limit $T$ changes by $e^{-2\kappa_j\delta d}$ when layer $j$ grows by $\delta d$. In the example, an extra 0.1 nm in layer 1 multiplies $T$ by 0.32, and in layer 2 by 0.63. A film thickness inferred from a known $T$ depends on the assumed mass and barrier height, because $T$ mainly fixes the product $\kappa d$: for one thick layer, a $\kappa$ assumed 5 % too large makes the inferred thickness about 5 % too small.

**Know what the setting leaves out.** If the mass in each medium is the same along the layers as across them, a nonzero parallel wavevector $k_\parallel$ adds $Ck_\parallel^2/m_j$ to each $V_j$, leads included. When the masses differ, this changes the barrier heights relative to the band edges of the leads. An applied voltage tilts the bands, and with the constant layers used here the tilt must be approximated by slices, whose number has to be converged. A current needs an integral over energy and parallel wavevector with the electrode occupations. The parabolic relation between $\kappa$ and $V-E$ holds near the band edge and overestimates $\kappa$ deep in a real gap: the two-band form $\kappa\sqrt{1-(V-E)/E_g}$ with $E_g=9$ eV would lower $\kappa_1$ from 5.73 to 4.87 nm⁻¹ and raise $e^{-2\kappa_1d_1}$ by a factor of 5.6. Image-force lowering, inelastic processes, traps, several coupled bands and rough interfaces lie outside the model, and no flux check can reveal their absence.

## Calculated quantities

```
hbar^2/(2 m_e) = 0.0380998 eV nm^2;  E = 0.5 eV
medium 0: V = 0.0 eV, m = 0.3 m_e, d = 0.0 nm, k = 1.98419+0.00000j 1/nm, g = 6.61398+0.00000j 1/nm
medium 1: V = 3.0 eV, m = 0.5 m_e, d = 1.0 nm, k = 0.00000+5.72788j 1/nm, g = 0.00000+11.45575j 1/nm
medium 2: V = 1.5 eV, m = 0.2 m_e, d = 3.0 nm, k = 0.00000+2.29115j 1/nm, g = 0.00000+11.45575j 1/nm
medium 3: V = -1.0 eV, m = 1.0 m_e, d = 0.0 nm, k = 6.27457+0.00000j 1/nm, g = 6.27457+0.00000j 1/nm
interface 0|1: r = -0.500000-0.866025j, t = 0.500000-0.866025j
interface 1|2: r = 0.000000+0.000000j, t = 1.000000+0.000000j
interface 2|3: r = 0.538462+0.842650j, t = 1.538462+0.842650j
layer 1: p = 3.253984e-03, |D-1| = 0.000e+00
layer 2: p = 1.034900e-03, |D-1| = 1.134e-11
two-layer barrier: |t| = 5.907073e-06, T = 3.310289e-11
T by integrating the differential equation = 3.310289e-11
two-layer barrier: R+T-1 = 0.0e+00
thickness x1, flux in layer 1 / incident = 3.310289e-11 (T = 3.310289e-11)
thickness x1, flux in layer 2 / incident = 3.310289e-11 (T = 3.310289e-11)
thickness x10, flux in layer 1 / incident = 1.026876e-109 (T = 1.026876e-109)
thickness x10, flux in layer 2 / incident = 1.026876e-109 (T = 1.026876e-109)
x1: log10 T = -10.480134, 40-digit reference -10.480134, T in double precision = 3.310e-11
x10: log10 T = -108.988482, 40-digit reference -108.988482, T in double precision = 1.027e-109
x25: log10 T = -273.169062, 40-digit reference -273.169062, T in double precision = 6.775e-274
x60: log10 T = -656.257081, 40-digit reference -656.257081, T in double precision = 0.000e+00
x1 transfer matrix: T by subtraction = 3.3103e-11, by determinant = 3.3103e-11, reference = 3.3103e-11
x2 transfer matrix: T by subtraction = 0.0000e+00, by determinant = 3.7540e-22, reference = 3.7540e-22
x3 transfer matrix: T by subtraction = 3.7947e+00, by determinant = 4.2572e-33, reference = 4.2572e-33
x60 transfer matrix element P22 finite: False
rectangular d = 0.2 nm: T algorithm = 2.67591785e-01, formula = 2.67591785e-01, thick limit = 2.95259634e-01
rectangular d = 0.5 nm: T algorithm = 9.46998072e-03, formula = 9.46998072e-03, thick limit = 9.49846334e-03
rectangular d = 1.0 nm: T algorithm = 3.09075495e-05, formula = 3.09075495e-05, thick limit = 3.09078509e-05
rectangular d = 2.0 nm: T algorithm = 3.27265122e-10, formula = 3.27265122e-10, thick limit = 3.27265122e-10
rectangular d = 1.0 nm, E = 4.0 eV: T = 0.852677
E = V = 3.0 eV, d = 1.0 nm: limit T = 0.08750151, algorithm at shift 1e-08 eV = 0.08750152
d = 0.2 nm: R = 0.732408, T = 0.267592, sum = 1.000000
d = 0.2 nm, psi' matched without mass: R+T = 0.848194
200 random six-layer stacks: largest |R+T-1| = 6.8e-15
random stacks: largest relative reciprocity error = 1.1e-15
10 random stacks: largest deviation from integration = 6.4e-11
```
